# Band-edge tunnelling exponent and contact resistivity of a parabolic depletion barrier

Suppose that the resistivity $\rho_c$ of a metal contact is known at several dopings $N$, and a barrier height is to be extracted by plotting $\ln\rho_c$ against $N^{-1/2}$. One must decide whether the slope may be read directly as the barrier height. In the silicon-like example below, the local slope at $10^{20}\ \mathrm{cm^{-3}}$ would return $0.75$ eV at zero temperature, and $0.68$ eV at 300 K, for a barrier of $0.60$ eV. The tunnelling exponent has the expected scaling, but the number of electrons available to tunnel also changes with doping.

## Assumptions and conventions

Gaussian units are used, $e>0$, and $\hbar$, $m$ and $e$ are kept. The metal occupies $x<0$ and an n-type semiconductor $x>0$. Energies are measured from the conduction-band edge deep in the semiconductor.

1. The donors are uniform and ionized, with density $N$. The permittivity is $\epsilon$. Mobile electrons are absent for $0<x<W$, and the semiconductor is neutral for $x>W$.
2. The Fermi level lies $\zeta$ above the bulk band edge. The barrier top lies $\phi_B>0$ above the Fermi level, so the band bending is $\phi=\phi_B+\zeta$.
3. Interface states pin $\phi_B$, which is therefore held fixed when $N$ changes.
4. Each of $g$ equivalent valleys has mass $m$ along $x$ and masses $m_y,m_z$ in the plane, with $m_\parallel=\sqrt{m_ym_z}$. Transverse momentum is conserved.
5. Below the barrier top the transmission is $T(E)=e^{-S(E)}$, where $E$ is the energy of motion along $x$ and
$$S(E)=\frac{2}{\hbar}\int_{U>E}\sqrt{2m[U(x)-E]}\,dx .$$

## Theorem

Define
$$E_{00}=\hbar e\sqrt{\frac{\pi N}{m\epsilon}},\qquad A=\frac{g e^2m_\parallel}{2\pi^2\hbar^3}.$$
Under these assumptions:

**(a)** The zero-bias exponent at the band edge is $S(0)=\phi/E_{00}$.

**(b)** At zero temperature, with $\zeta>0$ and $N$ fixed,
$$\frac{1}{E_{00}}\sqrt{\frac{\phi_B}{\phi}}<\frac{\partial\ln\rho_c}{\partial\phi_B}<\frac1{E_{00}} .$$

**(c)** At zero temperature, with $\phi_B$ fixed and $\zeta\propto N^{2/3}$,
$$\frac{d\ln\rho_c}{d(\phi_B/E_{00})}\to1\qquad(N\to0).$$

Since $E_{00}\propto\sqrt N$, part (c) is the law that $\ln\rho_c$ scales as $\phi_B/\sqrt N$. It is a leading law for the logarithm, not a formula for $\rho_c$. The unit chosen for $\rho_c$ adds a constant to $\ln\rho_c$ and does not affect the slopes.

## Lemma 1: the barrier

*For $0<x<W$, $U=\phi(1-x/W)^2$, with $W^2=\epsilon\phi/(2\pi e^2N)$.*

*Proof.* The electrostatic potential $\Phi$ obeys $\Phi''=-4\pi eN/\epsilon$. An electron has potential energy $U=-e\Phi$, so
$$U''=\frac{4\pi e^2N}{\epsilon}.$$
The neutral region has no field, hence $U(W)=U'(W)=0$. Two integrations give $U=(2\pi e^2N/\epsilon)(W-x)^2$. Setting $U(0)=\phi$ fixes $W$. ∎

## Lemma 2: the exponent

*With $r=E/\phi$ and $a(r)=\operatorname{arccosh}(1/\sqrt r)$, for $0<r<1$,*
$$S(E)=\frac{\phi}{E_{00}}\left[\sqrt{1-r}-r\,a(r)\right],$$
$$\left.\frac{\partial S}{\partial E}\right|_\phi=-\frac{a(r)}{E_{00}},\qquad
\left.\frac{\partial S}{\partial\phi}\right|_E=\frac{\sqrt{1-r}}{E_{00}} .$$

*Proof.* Put $t=1-x/W$, so $U=\phi t^2$ and the turning point is $t=\sqrt r$. Then
$$S=\frac{2W\sqrt{2m\phi}}{\hbar}\int_{\sqrt r}^1\sqrt{t^2-r}\,dt .$$
An antiderivative of the integrand is
$$\tfrac12\left[t\sqrt{t^2-r}-r\ln\left(t+\sqrt{t^2-r}\right)\right].$$
Between the limits it gives
$$\frac12\left[\sqrt{1-r}-r\ln\frac{1+\sqrt{1-r}}{\sqrt r}\right],$$
and the logarithm is $a(r)$. Lemma 1 turns the factor in front into
$$\frac{W\sqrt{2m\phi}}{\hbar}
=\frac{\phi}{\hbar}\sqrt{\frac{2m\epsilon}{2\pi e^2N}}
=\frac{\phi}{\hbar e}\sqrt{\frac{m\epsilon}{\pi N}}=\frac{\phi}{E_{00}} .$$

For the derivatives, the chain rule gives
$$a'(r)=\frac{1}{\sqrt{1/r-1}}\left(-\frac{1}{2r^{3/2}}\right)=-\frac{1}{2r\sqrt{1-r}} .$$
Let $h(r)=\sqrt{1-r}-ra$. Then
$$h'=-\frac1{2\sqrt{1-r}}-a+\frac1{2\sqrt{1-r}}=-a .$$
Since $S=\phi h(E/\phi)/E_{00}$, we have $\partial S/\partial E=h'/E_{00}=-a/E_{00}$ and $\partial S/\partial\phi=(h-rh')/E_{00}=\sqrt{1-r}/E_{00}$. ∎

As $r\to0$, $r\,a(r)\to0$, because $a$ grows only logarithmically. Thus $S(0)=\phi/E_{00}$, which proves part (a). One factor of $\sqrt\phi$ comes from the decay rate and the other from the width; the width also supplies $N^{-1/2}$. The height that enters is $\phi$, since the barrier is seen from the band edge and not from the Fermi level.

## Lemma 3: the contact resistivity

*With $f(E)=[1+e^{(E-\zeta)/kT}]^{-1}$, where $kT$ is the thermal energy,*
$$\frac1{\rho_c}=A\int_0^\infty T(E)f(E)\,dE .$$

*Proof.* Let a small bias $V$ lower the metal Fermi level by $eV$, and let $J$ be the magnitude of the current density. Write $f_0(z)=(1+e^{z/kT})^{-1}$. The velocity along $x$ cancels the one-dimensional density of states, and spin gives a factor 2:
$$J=\frac{2ge}{2\pi\hbar}\int\frac{dk_y\,dk_z}{(2\pi)^2}\int dE\,T_V(E)\,\Delta f,$$
$$\Delta f=f_0(E+\varepsilon-\zeta)-f_0(E+\varepsilon-\zeta+eV).$$
Here $\varepsilon=\hbar^2k_y^2/2m_y+\hbar^2k_z^2/2m_z$. Setting $k_i=\sqrt{m_i}\,q_i$ gives $dk_ydk_z=m_\parallel d^2q$ and $\varepsilon=\hbar^2q^2/2$. Integration over angle then gives
$$\frac{dk_ydk_z}{(2\pi)^2}\to\frac{m_\parallel}{2\pi\hbar^2}\,d\varepsilon .$$
To first order, $\Delta f=-eVf_0'$. The change of $T_V$ with bias multiplies this small difference and enters at order $V^2$. Finally,
$$\int_0^\infty[-f_0'(E+\varepsilon-\zeta)]\,d\varepsilon=f_0(E-\zeta)=f(E).$$
The constants combine to $2ge^2m_\parallel/(4\pi^2\hbar^3)=A$. ∎

At zero temperature $f$ is a step, and
$$\rho_c^{-1}=A\int_0^\zeta e^{-S(E)}dE. \tag{1}$$
If $\zeta=0$ this integral vanishes: the band-edge exponent alone does not define a cold contact.

## Proof of parts (b) and (c)

*Part (b).* At fixed $N$, $\zeta$ and $E_{00}$ are fixed and $d\phi=d\phi_B$. Differentiating the logarithm of (1), with Lemma 2, gives
$$\frac{\partial\ln\rho_c}{\partial\phi_B}
=\frac{1}{E_{00}}\left\langle\sqrt{1-E/\phi}\right\rangle, \tag{2}$$
where the average has weight $e^{-S(E)}$ on $0<E<\zeta$. The root lies between $\sqrt{1-\zeta/\phi}=\sqrt{\phi_B/\phi}$ and 1, which gives the bounds.

*Part (c).* Put $E=\zeta s$ in (1):
$$\ln\rho_c=-\ln A-\ln\zeta-\ln\int_0^1e^{-S(\zeta s)}ds .$$
Let $y=\phi_B/E_{00}$, so $dy/d\ln N=-y/2$. The supply term $-\ln\zeta$ has derivative $-2/3$ with respect to $\ln N$, and contributes
$$\frac{-2/3}{-y/2}=\frac{4E_{00}}{3\phi_B}$$
to the slope. In the last term, $S$ changes through $E_{00}$, through $E=\zeta s$ and through $\phi=\phi_B+\zeta$:
$$\frac{dS}{d\ln N}=-\frac S2+\frac{2}{3E_{00}}\left[\zeta\sqrt{1-r}-E\,a(r)\right].$$
Dividing by $-y/2$ and adding the supply term gives
$$\frac{d\ln\rho_c}{dy}=\frac{\langle S\rangle}{y}+\frac{4E_{00}}{3\phi_B}
-\frac{4}{3\phi_B}\left\langle\zeta\sqrt{1-r}-E\,a(r)\right\rangle. \tag{3}$$

It remains to bound $S$. Since $a(r)\le\ln(2/\sqrt r)$,
$$0\le S(0)-S(E)\le\frac1{2E_{00}}\int_0^\zeta\ln\frac{4\phi}{E'}\,dE'
=\frac{\zeta}{2E_{00}}\left(1+\ln\frac{4\phi}{\zeta}\right).$$
Here $\zeta/E_{00}\propto N^{1/6}$, so the right side vanishes as $N\to0$. Also $S(0)/y=\phi/\phi_B\to1$, hence $\langle S\rangle/y\to1$. The other terms in (3) vanish with $E_{00}$ and $\zeta$. ∎

This limit is formal. A real semiconductor at low doping and low temperature binds its electrons to the donors, contrary to assumption 1.

If pinning is incomplete and $\phi_B$ varies with $N$, the term $(\partial\ln\rho_c/\partial\phi_B)\,d\phi_B/d\ln N$ must be added to $d\ln\rho_c/d\ln N$. A fit that omits it assigns a change of barrier to a change of width.

## Second regime: thermally assisted tunnelling

For energies well above the Fermi level, $f(E)\simeq e^{(\zeta-E)/kT}$. The integrand of Lemma 3 is then governed by $e^{-S(E)-E/kT}$, which is stationary when
$$\frac{a(r)}{E_{00}}=\frac1{kT},\qquad E_m=\frac{\phi}{\cosh^2(E_{00}/kT)} .$$
This is a maximum, because $a$ decreases with energy. There the terms in $r\,a$ and $E_m/kT$ cancel:
$$S(E_m)+\frac{E_m}{kT}=\frac{\phi}{E_{00}}\tanh\frac{E_{00}}{kT}.$$
At fixed $N$ and $\zeta$, the leading barrier slope is therefore $\tanh(E_{00}/kT)/E_{00}$. When $E_{00}\ll kT$ it becomes $1/kT$, the slope of emission over the barrier, and the dependence on $\phi_B/\sqrt N$ is lost. The saddle-point formula requires $E_m$ to lie several $kT$ above $\zeta$ and below the barrier top by more than the width of the peak. If instead $a(\zeta/\phi)\,kT/E_{00}<1$, the factor $e^{-S(E)-E/kT}$ already falls at the Fermi level. This factor then has no stationary point above it, although the full integrand $Tf$ still peaks slightly above $\zeta$ when the ratio exceeds $1/2$, because $f$ falls only at the rate $1/(2kT)$ at the Fermi level. The cold formula (1) becomes accurate only when this ratio is well below 1; otherwise the integral of Lemma 3 should be evaluated. For the contact below at $5\times10^{19}\ \mathrm{cm^{-3}}$ and 300 K, the ratio, taken with $\zeta$ at that temperature, is 0.64, and (1), evaluated with the zero-temperature $\zeta$, gives only 60% of the conductance.

## Example: a silicide-like contact to n-type silicon

Take $N=10^{20}\ \mathrm{cm^{-3}}$, $\phi_B=0.60$ eV, $\epsilon=11.7$, and masses $0.19$ and $0.92$ in free-electron units. These are rough typical values for a contact to Si(100), such as the source or drain contact of a transistor. Four valleys tunnel with the light mass, so $g=4$ and $m_\parallel=\sqrt{0.19\times0.92}=0.418$. Six valleys share the electrons, with density-of-states mass $m_d=0.321$:
$$\zeta=\frac{\hbar^2}{2m_d}\left(\frac{\pi^2N}{2}\right)^{2/3}=0.074\ \mathrm{eV},\qquad\phi=0.674\ \mathrm{eV}.$$
The formulas give $W=2.95$ nm and $E_{00}=0.1245$ eV. Hence
$$S(0)=\frac{0.674}{0.1245}=5.41,\qquad e^{-S(0)}=4.5\times10^{-3}.$$
At the Fermi level $r=0.110$ and $a=1.77$, so $S(\zeta)=5.41\,(0.943-0.194)\approx4.1$.

Gauss–Legendre integration of (1) gives $\rho_c=4.9\times10^{-8}\ \Omega\,\mathrm{cm^2}$. Using the band-edge transmission for every electron gives $1.1\times10^{-7}\ \Omega\,\mathrm{cm^2}$, larger by a factor 2.3. The exponent sets the scale, but the energy integral is needed for the value.

With the barrier varied at fixed doping, $E_{00}\,\partial\ln\rho_c/\partial\phi_B=0.966$, between the bounds $0.943$ and 1. With the doping varied at fixed barrier, the slope (3) is $1.25$. The supply term accounts for $4(0.1245)/(3\times0.60)=0.28$ of it; for the product $\rho_c\zeta$ the slope is $0.975$. Within this model and at zero temperature, plotting $\ln(\rho_c\zeta)$ would thus return about $0.59$ eV instead of $0.75$ eV. At 300 K the correction overshoots: the integral of Lemma 3 gives $0.68$ eV from $\ln\rho_c$, but $0.52$ eV from $\ln(\rho_c\zeta)$ with the zero-temperature $\zeta$, and $0.47$ eV with $\zeta$ at 300 K. The correction does not by itself make the slope a reliable barrier height for a real contact: with the image force, two-band dispersion and free-carrier tail described below all included, the two zero-temperature readings become about $0.55$ and $0.72$ eV. At $10^{16}\ \mathrm{cm^{-3}}$, in the formal limit, the slope of $\ln\rho_c$ itself is $1.003$.

| $N$ (cm$^{-3}$) | $W$ (nm) | $\phi/E_{00}$ | $\rho_c$ ($\Omega\,$cm$^2$) |
|---|---|---|---|
| $5\times10^{19}$ | 4.09 | 7.34 | $5.5\times10^{-7}$ |
| $1\times10^{20}$ | 2.95 | 5.41 | $4.9\times10^{-8}$ |
| $2\times10^{20}$ | 2.15 | 4.07 | $7.9\times10^{-9}$ |
| $4\times10^{20}$ | 1.59 | 3.16 | $1.9\times10^{-9}$ |

From the second row to the third, $\rho_c$ falls by a factor 6.2. The band-edge exponent supplies $e^{5.41-4.07}=3.8$ and the supply factor $2^{2/3}=1.6$; their product is 6.1.

At 300 K, $kT=0.0259$ eV and $a(\zeta/\phi)\,kT/E_{00}=0.38$ with $\zeta$ at that temperature. Field emission dominates, and (1) gives 80% of the conductance. At $5\times10^{18}\ \mathrm{cm^{-3}}$, however, $E_{00}=0.0278$ eV is close to $kT$. The integral of Lemma 3, with $T=1$ above the barrier and $\zeta$ from charge neutrality, then gives $E_{00}\,\partial\ln\rho_c/\partial\phi_B=0.77$. The saddle-point value is $0.79$, and the band-edge law would give 1.

## What the model leaves out

WKB supplies the exponent but not the full transmission. At $10^{19}\ \mathrm{cm^{-3}}$ and $E=10^{-4}$ eV, the Schrödinger equation was integrated numerically into a model metal of equal mass, whose flat potential lies 5 eV below the bulk band edge. Between $\phi/E_{00}=40$ and 60, $-\ln T$ rises by $0.995$ per unit of $\phi/E_{00}$, close to the WKB value of 1.

The other omissions were sized one at a time for the $10^{20}\ \mathrm{cm^{-3}}$ contact. Each factor multiplies the cold base value of $\rho_c$.

- **Image force, 0.48.** Adding $-e^2/(4\epsilon x)$ to $U$ lowers the barrier top by 0.23 eV. The new top lies only 0.27 nm from the metal, about one atomic spacing, where the classical form is doubtful: moving the image plane 0.05, 0.1 or 0.2 nm into the metal changes the factor to 0.57, 0.63 or 0.68.
- **Two-band dispersion, 0.86.** The squared decay rate is multiplied by $1-(U-E)/E_g$. Since transverse momentum is conserved, silicon's indirect gap of 1.12 eV is not the relevant one: the valence states must have the transverse momentum of the valley. Empirical-pseudopotential estimates of the decaying band give an effective $E_g$ of about 5 to 6 eV, depending on the parameters. The factor quoted uses 5 eV; at 6 eV it would be 0.88. Using 1.12 eV would give 0.47 and overstate the effect.
- **Free-carrier tail, 1.39.** For $U<\zeta$, Thomas–Fermi electrons of density $N(1-U/\zeta)^{3/2}$ reduce the net charge and lengthen the barrier.
- **Temperature of 300 K, 0.80.** This includes the shift of $\zeta$ to 0.065 eV.
- **Wave equation in place of WKB, 0.70.** This value belongs to the model metal above and depends strongly on its depth: 2 eV instead of 5 eV would give 0.50, and 10 eV would give 0.94.
- **Random dopants, 0.76.** A cube of side $W$ holds 2.6 donors on average. Conductances were averaged over Poisson counts, with $S\propto N^{-1/2}$ locally. This is a crude estimate: halving or doubling the averaging volume changes the factor to 0.64 or 0.86.

The two heavy valleys add only $0.1\%$ to the conductance of the base model, and about $0.3\%$ when the image force is included. The peak field, $2\phi/(eW)=4.6$ MV/cm, is high, but the band bending is smaller than the gap, so the valence band at the interface stays below the bulk conduction edge and band-to-band tunnelling is closed.

These factors need not combine by multiplication, because several of them alter the same barrier. The first three, applied together in the WKB integral, give 0.57. This happens to be close to their product, but with a gap of 1.12 eV the joint factor would be 0.39 and the product 0.31. Of the effects sized here, the image force is among the largest: it lowers the result by a third to a half, depending on where the image plane is placed. The barrier height matters as much, since raising it by 0.1 eV at fixed doping multiplies $\rho_c$ by 2.2. The base value is therefore an estimate of scale, uncertain by a factor of a few. Advanced contacts aim at roughly $10^{-9}\ \Omega\,\mathrm{cm^2}$ with active doping of several $10^{20}\ \mathrm{cm^{-3}}$. The last row of the table lies near that range, but it is subject to the same kinds of omission and is likewise only an estimate of scale.

All numerical values are calculated from the stated model.
